**Exponent gradients and basis completeness in Hartree-Fock atoms**

For Gaussians $\chi_p=e^{-\zeta_pr^2}$, the program tests $dE/d\zeta_p=-2\sum_n[P_{pn}\langle r^2\chi_p|F|\chi_n\rangle-W_{pn}\langle r^2\chi_p|\chi_n\rangle]$, where $P$ is the density matrix, $F$ the Fock operator and $W$ the energy-weighted density matrix. It asserts that sample weighted integrals agree with radial quadrature and that the beryllium gradients agree with finite differences of PySCF energies. Further assertions compare the Hamiltonian and overlap parts with frozen-coefficient derivatives, and the total with the derivative obtained by restoring orthonormality alone. The even-tempered chain rule and the virial identity are also asserted. The output shows the energy gap to a 16-function reference falling from 283 to 1.26 millihartree as the optimized even-tempered set grows from four to ten functions. A freely optimized six-function set has exponent gradients asserted to be below $10^{-7}$ hartree but remains 16.6 millihartree above that reference, so a vanishing gradient does not establish completeness.

## Verification by program

```python
"""
Result under test: for a converged closed-shell Hartree-Fock atom in Gaussians
chi_p = exp(-zeta_p r^2), the exponent gradient is
  dE/dzeta_p = -2 sum_n [P_pn <r^2 chi_p|F|chi_n> - W_pn <r^2 chi_p|chi_n>].
P is the density matrix, F the Fock operator, and W the energy-weighted density
matrix 2 sum_i eps_i c_i c_i^T over occupied orbitals. S is the overlap matrix.
Even-tempered exponents are zeta_k = alpha beta^k, k = 0,...,N-1.
Energies are in hartree, exponents in bohr^-2. Gradients with respect to
ln(zeta), ln(alpha), and ln(beta) are in hartree. All basis functions are s type.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, scf

pi = np.pi


def integrals(zeta, charge):
    a, b = zeta[:, None], zeta[None, :]
    p = a + b
    overlap = (pi / p)**1.5
    kinetic = 3 * a * b * pi**1.5 / p**2.5
    nuclear = -2 * pi * charge / p
    left, right = p[:, :, None, None], p[None, None, :, :]
    repulsion = 2 * pi**2.5 / (left * right * np.sqrt(left + right))
    return overlap, kinetic, nuclear, repulsion


def weighted_integrals(zeta, charge):
    """The first basis function in each integral is multiplied by r^2."""
    a, b = zeta[:, None], zeta[None, :]
    p = a + b
    overlap = 1.5 * pi**1.5 / p**2.5
    kinetic = 3 * b * pi**1.5 * (1.5 * a - b) / p**3.5
    nuclear = -2 * pi * charge / p**2
    left, right = p[:, :, None, None], p[None, None, :, :]
    total = left + right
    repulsion = 2 * pi**2.5 / right * (
        1 / (left**2 * np.sqrt(total)) + 1 / (2 * left * total**1.5))
    return overlap, kinetic, nuclear, repulsion


def mean_field(density, repulsion):
    coulomb = np.einsum('pnls,ls->pn', repulsion, density)
    exchange = np.einsum('plns,ls->pn', repulsion, density)
    return coulomb - 0.5 * exchange


def energy_from_density(zeta, charge, density):
    _, kinetic, nuclear, repulsion = integrals(zeta, charge)
    return np.sum(density * (kinetic + nuclear
                             + 0.5 * mean_field(density, repulsion)))


def solve_atom(zeta, charge):
    """Converge RHF and return the energy, gradient parts, and matrices."""
    overlap, kinetic, nuclear, repulsion = integrals(zeta, charge)
    core = kinetic + nuclear
    fock = core.copy()
    occupied = charge // 2
    for _ in range(500):
        _, vectors = eigh(fock, overlap)
        coeff = vectors[:, :occupied]
        density = 2 * coeff @ coeff.T
        new_fock = core + mean_field(density, repulsion)
        residual = np.linalg.norm(vectors[:, occupied:].T @ new_fock @ coeff)
        if residual < 1e-9:
            break
        fock = 0.7 * new_fock + 0.3 * fock
    else:
        raise RuntimeError('SCF did not converge')
    levels, vectors = eigh(new_fock, overlap)
    coeff, levels = vectors[:, :occupied], levels[:occupied]
    density = 2 * coeff @ coeff.T
    fock = core + mean_field(density, repulsion)
    weighted_density = 2 * (coeff * levels) @ coeff.T
    sr, tr, vr, rr = weighted_integrals(zeta, charge)
    fock_r = tr + vr + mean_field(density, rr)
    hamiltonian_part = -2 * zeta * np.sum(density * fock_r, axis=1)
    overlap_part = 2 * zeta * np.sum(weighted_density * sr, axis=1)
    return dict(E=0.5 * np.sum(density * (core + fock)),
                T=np.sum(density * kinetic), P=density, W=weighted_density,
                C=coeff, eps=levels, F=fock, S=overlap,
                ham=hamiltonian_part, ov=overlap_part,
                grad=hamiltonian_part + overlap_part)


def derivative(function, step=1e-3):
    return (8 * (function(step) - function(-step))
            - function(2 * step) + function(-2 * step)) / (12 * step)


def pyscf_energy(zeta):
    basis = [[0, [float(z), 1.0]] for z in zeta]
    molecule = gto.M(atom='Be 0 0 0', basis={'Be': basis}, verbose=0)
    calculation = scf.RHF(molecule)
    calculation.init_guess = '1e'
    calculation.conv_tol = 1e-12
    calculation.conv_tol_grad = 1e-7
    calculation.max_cycle = 150
    energy = calculation.kernel()
    assert calculation.converged
    return energy


# Weighted integrals against their radial definitions.
sample = np.array([0.7, 1.9, 0.4, 3.1])
a, b, c, d = sample
sr, tr, vr, rr = weighted_integrals(sample, 4)


def radial(function):
    return quad(function, 0, np.inf, epsabs=1e-12, epsrel=1e-11)[0]


s_quad = radial(lambda r: 4 * pi * r**4 * np.exp(-(a + b) * r*r))
t_quad = radial(lambda r: 2 * pi * r**2 * (2*r - 2*a*r**3)
                * (-2*b*r) * np.exp(-(a + b) * r*r))
v_quad = radial(lambda r: -16 * pi * r**3 * np.exp(-(a + b) * r*r))


def shell_potential(r):
    inner = quad(lambda s: s*s*np.exp(-(c + d)*s*s), 0, r,
                 epsabs=1e-13)[0]
    outer = quad(lambda s: s*np.exp(-(c + d)*s*s), r, np.inf,
                 epsabs=1e-13)[0]
    return 4 * pi * (inner / r + outer)


r_quad = quad(lambda r: 4*pi*r**4*np.exp(-(a + b)*r*r)
              * shell_potential(r), 0, 8, epsabs=1e-10)[0]
assert np.allclose([sr[0, 1], tr[0, 1], vr[0, 1], rr[0, 1, 2, 3]],
                   [s_quad, t_quad, v_quad, r_quad], rtol=1e-8, atol=1e-9)

# One-Gaussian helium: the energy can be differentiated by hand.
helium = solve_atom(np.array([1.0]), 2)
hand_gradient = 3 - (4 * np.sqrt(2) - 1) / np.sqrt(pi)
assert abs(helium['grad'][0] - hand_gradient) < 1e-10
best_he = (4 * np.sqrt(2) - 1)**2 / (9 * pi)
helium_best = solve_atom(np.array([best_he]), 2)
assert abs(helium_best['grad'][0]) < 1e-10
print('He, one Gaussian, zeta = 1 bohr^-2')
print(f"E = {helium['E']:.8f} hartree")
print(f"Hamiltonian part of dE/dln(zeta) = {helium['ham'][0]:.8f} hartree")
print(f"overlap part of dE/dln(zeta) = {helium['ov'][0]:.8f} hartree")
print(f"total dE/dln(zeta) = {helium['grad'][0]:.8f} hartree")
print(f"optimal zeta = {best_he:.8f} bohr^-2")
print(f"E at optimal zeta = {helium_best['E']:.8f} hartree")

# Beryllium gradient against an independent integral and SCF program.
alpha, beta, size = 0.06, 4.0, 6
powers = np.arange(size)
zeta = alpha * beta**powers
be = solve_atom(zeta, 4)
assert abs(be['E'] - pyscf_energy(zeta)) < 1e-9
finite = np.zeros(size)
for k in range(size):
    direction = np.eye(size)[k]
    finite[k] = derivative(lambda x: pyscf_energy(
        zeta * np.exp(x * direction)))
assert np.allclose(be['grad'], finite, atol=1e-7, rtol=0)

# The normalization contribution cancels only in the complete gradient.
pf = np.sum(be['P'] * be['F'], axis=1)
ws = np.sum(be['W'] * be['S'], axis=1)
assert np.max(np.abs(pf - ws)) < 1e-8
ham_norm = be['ham'] + 1.5 * pf
ov_norm = be['ov'] - 1.5 * ws

# Freeze coefficients, differentiate S, or only restore orthonormality.
for k in range(size):
    direction = np.eye(size)[k]

    def shifted(x):
        return zeta * np.exp(x * direction)

    def norm_factor(x):
        factor = np.exp(0.75 * x * direction)
        return np.outer(factor, factor)

    def orthonormalized_energy(x):
        z = shifted(x)
        metric = be['C'].T @ integrals(z, 4)[0] @ be['C']
        density = 2 * be['C'] @ np.linalg.solve(metric, be['C'].T)
        return energy_from_density(z, 4, density)

    numerical = [
        derivative(lambda x: energy_from_density(shifted(x), 4, be['P'])),
        derivative(lambda x: -np.sum(be['W'] * integrals(shifted(x), 4)[0])),
        derivative(lambda x: energy_from_density(
            shifted(x), 4, be['P'] * norm_factor(x))),
        derivative(lambda x: -np.sum(be['W'] * norm_factor(x)
                                     * integrals(shifted(x), 4)[0])),
        derivative(orthonormalized_energy)]
    analytic = [be['ham'][k], be['ov'][k], ham_norm[k], ov_norm[k],
                be['grad'][k]]
    assert np.allclose(numerical, analytic, atol=1e-7, rtol=1e-8)

# Even-tempered chain rule and virial identity.
gradient_alpha = np.sum(be['grad'])
gradient_beta = powers @ be['grad']
fd_alpha = derivative(lambda x: pyscf_energy(alpha*np.exp(x)*beta**powers))
fd_beta = derivative(lambda x: pyscf_energy(alpha*(beta*np.exp(x))**powers))
virial_gradient = be['T'] + 0.5 * (be['E'] - be['T'])
assert np.allclose([gradient_alpha, gradient_beta], [fd_alpha, fd_beta],
                   atol=1e-7, rtol=0)
assert abs(gradient_alpha - virial_gradient) < 1e-8
print(f'Be, N = {size}, alpha = {alpha:.2f} bohr^-2, beta = {beta:.1f}')
print(f"E = {be['E']:.8f} hartree; T = {be['T']:.8f} hartree")
print(f"V = {be['E'] - be['T']:.8f} hartree")
print(f"eps_1s = {be['eps'][0]:.8f}, eps_2s = {be['eps'][1]:.8f} hartree")
print('zeta (bohr^-2); Hamiltonian, overlap, total, PySCF FD (hartree)')
for k in range(size):
    print(f"{zeta[k]:8.2f} {be['ham'][k]:13.8f} {be['ov'][k]:13.8f} "
          f"{be['grad'][k]:12.8f} {finite[k]:12.8f}")
print('normalized functions: zeta (bohr^-2); Hamiltonian, overlap (hartree)')
for k in range(size):
    print(f'{zeta[k]:8.2f} {ham_norm[k]:13.8f} {ov_norm[k]:13.8f}')
print(f'dE/dln(alpha) = {gradient_alpha:.8f} hartree')
print(f'T + V/2 = {virial_gradient:.8f} hartree')
print(f'dE/dln(beta) = {gradient_beta:.8f} hartree')


def optimize(design, start):
    """Minimize over x, where ln(zeta) = design @ x."""
    def value_and_gradient(x):
        result = solve_atom(np.exp(design @ x), 4)
        return result['E'], design.T @ result['grad']

    x = minimize(value_and_gradient, start, jac=True, method='BFGS',
                 options={'gtol': 1e-6, 'maxiter': 200}).x
    step = 1e-3
    for _ in range(6):
        gradient = value_and_gradient(x)[1]
        hessian = np.array([
            (value_and_gradient(x + step*e)[1]
             - value_and_gradient(x - step*e)[1]) / (2*step)
            for e in np.eye(len(x))])
        hessian = 0.5 * (hessian + hessian.T)
        if np.linalg.norm(gradient) < 1e-8:
            break
        x = x - np.linalg.solve(hessian, gradient)
    result = solve_atom(np.exp(design @ x), 4)
    assert np.linalg.norm(design.T @ result['grad']) < 1e-7
    assert np.min(np.linalg.eigvalsh(hessian)) > 0
    return x, result


# Larger sets test the energy and gradient trends toward completeness.
reference = pyscf_energy(0.03 * 2.4**np.arange(16))
print(f'16s reference E = {reference:.8f} hartree')
print('reference alpha = 0.03 bohr^-2, beta = 2.4')
print('N; alpha (bohr^-2); beta; E, gap, max |dE/dln(zeta)| (hartree)')
start = np.log([0.08, 5.5])
optimized = {}
gaps, remaining = [], []
for n in (4, 6, 8, 10):
    design = np.column_stack([np.ones(n), np.arange(n)])
    start, result = optimize(design, start)
    optimized[n] = (start.copy(), result)
    gaps.append(result['E'] - reference)
    remaining.append(np.max(np.abs(result['grad'])))
    potential = result['E'] - result['T']
    assert abs(2 + potential / result['T']) < 1e-7
    print(f"{n:2d} {np.exp(start[0]):.6f} {np.exp(start[1]):.6f} "
          f"{result['E']:.8f} {gaps[-1]:.3e} {remaining[-1]:.3e}")
assert np.all(np.diff(gaps) < 0) and gaps[-1] > 0
assert remaining[-1] < 0.1 * remaining[0]

# Free optimization makes every exponent gradient vanish in a small set.
x_even, even = optimized[6]
initial = x_even[0] + powers * x_even[1]
x_free, free = optimize(np.eye(size), initial)
free_zeta = np.sort(np.exp(x_free))
assert free['E'] < even['E']
assert free['E'] > optimized[10][1]['E'] + 1e-5
print(f"free N = 6: E = {free['E']:.8f} hartree")
print(f"free N = 6: gap = {free['E'] - reference:.3e} hartree")
print(f"energy gain over even-tempered = {even['E']-free['E']:.3e} hartree")
print(f"max |dE/dln(zeta)| = {np.max(np.abs(free['grad'])):.1e} hartree")
print('free exponents (bohr^-2): '
      + ' '.join(f'{z:.5f}' for z in free_zeta))
print('neighbor ratios: '
      + ' '.join(f'{q:.4f}' for q in free_zeta[1:] / free_zeta[:-1]))
print('all tests passed')
```

Output:

```
He, one Gaussian, zeta = 1 bohr^-2
E = -2.25469732 hartree
Hamiltonian part of dE/dln(zeta) = 2.06212857 hartree
overlap part of dE/dln(zeta) = -1.68947723 hartree
total dE/dln(zeta) = 0.37265134 hartree
optimal zeta = 0.76699566 bohr^-2
E at optimal zeta = -2.30098699 hartree
Be, N = 6, alpha = 0.06 bohr^-2, beta = 4.0
E = -14.49670880 hartree; T = 14.31687956 hartree
V = -28.81358836 hartree
eps_1s = -4.71065270, eps_2s = -0.30981089 hartree
zeta (bohr^-2); Hamiltonian, overlap, total, PySCF FD (hartree)
    0.06    0.51385499   -0.52825650  -0.01440151  -0.01440151
    0.24    0.50769175   -0.49886366   0.00882810   0.00882810
    0.96    1.98817349   -2.01979221  -0.03161872  -0.03161872
    3.84    8.23914071   -8.24767566  -0.00853494  -0.00853494
   15.36    3.21803047   -3.13257172   0.08545875   0.08545875
   61.44    0.50458476   -0.63423105  -0.12964630  -0.12964630
normalized functions: zeta (bohr^-2); Hamiltonian, overlap (hartree)
    0.06   -0.12097342    0.10657191
    0.24    0.32657836   -0.31775026
    0.96   -1.60037575    1.56875702
    3.84    0.18746219   -0.19599713
   15.36    0.99263390   -0.90717515
   61.44    0.12476009   -0.25440639
dE/dln(alpha) = -0.08991462 hartree
T + V/2 = -0.08991462 hartree
dE/dln(beta) = -0.38641064 hartree
16s reference E = -14.57299489 hartree
reference alpha = 0.03 bohr^-2, beta = 2.4
N; alpha (bohr^-2); beta; E, gap, max |dE/dln(zeta)| (hartree)
 4 0.129442 6.170320 -14.28974272 2.833e-01 4.377e-01
 6 0.103639 4.444730 -14.53520233 3.779e-02 1.304e-01
 8 0.070254 3.555398 -14.56652238 6.473e-03 1.211e-02
10 0.061811 3.126816 -14.57173793 1.257e-03 1.019e-02
free N = 6: E = -14.55637909 hartree
free N = 6: gap = 1.662e-02 hartree
energy gain over even-tempered = 2.118e-02 hartree
max |dE/dln(zeta)| = 1.8e-12 hartree
free exponents (bohr^-2): 0.10455 1.41880 4.71331 17.18785 75.82378 503.79835
neighbor ratios: 13.5707 3.3220 3.6467 4.4115 6.6443
all tests passed
```
